# Lattice contribution to the static permittivity as a zone-centre mode sum, part 2

We seek the static relative permittivity \(\varepsilon_{\rm s}\) of an insulating crystal in a weak macroscopic (cell-averaged) field \(\mathbf E\), at fixed cell shape and in SI units. Every cell, of volume \(\Omega\), is displaced alike. The column \(u\) holds the ionic displacements, \(C\) the force constants at zero macroscopic field, and \(Z\) the Born charges. The clamped-ion permittivity is \(\varepsilon_\infty=1+\chi_\infty\). The cell dipole \(\mathbf p\), with spontaneous part \(\mathbf p_0\), and the forces \(f\) are

\[
\mathbf p-\mathbf p_0=Z^Tu+\varepsilon_0\Omega\chi_\infty\mathbf E,\qquad
f=-\frac{\partial F}{\partial u}=-Cu+Z\mathbf E ,
\]

where \(F\) is the energy per cell at fixed field. A Born charge is thus both dipole per displacement and force per field. Born charges sum to zero over the cell. Force balance \(Cu=Z\mathbf E\) gives

\[
\Delta\varepsilon=\varepsilon_{\rm s}-\varepsilon_\infty=\frac{1}{\varepsilon_0\Omega}Z^TC^{-1}Z ,
\]

with translations excluded from the inverse.

With \(M\) the diagonal matrix of ionic masses, the modes have circular frequencies \(\omega_m\), eigenvectors \(e_m\) and amplitudes \(Q_m\), where \(u=M^{-1/2}\sum_mQ_me_m\) and

\[
\mathcal D=M^{-1/2}CM^{-1/2},\qquad
\mathcal De_m=\omega_m^2e_m,\qquad e_m^Te_n=\delta_{mn}.
\]

For ion \(k\), displacement direction \(\beta\) and dipole direction \(\alpha\), the mode charges and the static result are

\[
\omega_m^2Q_m=\tilde{\mathbf Z}_m\cdot\mathbf E,\qquad
\tilde Z_{m\alpha}=\sum_{k\beta}\frac{Z_{k\beta,\alpha}\,e_{m,k\beta}}{\sqrt{M_k}} ,
\]

\[
\boxed{\;\varepsilon_{{\rm s},\alpha\beta}=\varepsilon_{\infty,\alpha\beta}
+\frac{1}{\varepsilon_0\Omega}\sum_{m}^{\rm optical}
\frac{\tilde Z_{m\alpha}\tilde Z_{m\beta}}{\omega_m^2}\;}
\]

The mode mass \(\mu_m\) and the mode charge in units of \(e\) follow from

\[
\frac1{\mu_m}=\sum_{k\beta}\frac{e_{m,k\beta}^2}{M_k},\qquad
\bar{\mathbf Z}_m=\sqrt{\mu_m}\,\tilde{\mathbf Z}_m .
\]

In a crystal with an inversion centre, modes even under inversion have zero charge.

Two simpler models are also used. A single charge \(q\) on a spring \(k\) is displaced by \(u=qE/k\). In the shell model, a core of charge \(X\) is tied by a spring \(k_s\) to a massless shell of charge \(Y\), which a stiffness \(a\) ties to a fixed frame. With \(k_s+a>0\), the Born charge is

\[
Z^*=X+\frac{Yk_s}{k_s+a}.
\]

### A crystal with six ions

The example is a model AB\(_2\) network with round parameters, not a named material. Each cation has four anion neighbours, and each anion is the midpoint of a straight A–B–A bridge. The lattice is face-centred cubic with constant 7.2 Å, so the primitive cell has \(\Omega=7.2^3/4=93.31\) Å\(^3\) and holds two cations and four anions. This size is imposed, not relaxed, so the cell is under stress. The masses are 28 and 16 amu.

A cation has charge \(+2e\). An anion has a core of \(+1e\) and a massless shell of \(-2e\), which stands for its electrons. All charges are Gaussians of width 0.4 Å with their full periodic Coulomb interaction at zero average field. Springs of 90 eV/Å\(^2\) resist changes of the cation–core distance, springs of 10 eV/Å\(^2\) resist displacement of a core from its bridge midpoint, and springs of 120 eV/Å\(^2\) tie shells to cores. In a first-principles calculation \(C\), \(Z\) and \(\varepsilon_\infty\) come instead from the electronic ground state; the algebra after that is the same.

The cation Born charge is \(2.310e\). The anion charge is \(-1.927e\) along its bridge and \(-0.769e\) across it, although the net ionic charge is \(-1e\). The sign of both deviations follows from a two-neighbour estimate. Place point charges \(+2e\) at distance \(r\) on either side of the shell. With \(A=4e^2/(4\pi\varepsilon_0)\), a small shell displacement \(s\) has the energies

\[
-A\left(\frac1{r-s}+\frac1{r+s}\right)\approx-\frac{2A}{r}-\frac{2A}{r^3}s^2,
\qquad
-\frac{2A}{\sqrt{r^2+s^2}}\approx-\frac{2A}{r}+\frac{A}{r^3}s^2,
\]

along and across the bridge. The frame stiffness \(a\) of the shell model is thus negative along the bridge and positive across it. With \(X=1\) and \(Y=-2\), in units of \(e\), \(Z^*=X+Yk_s/(k_s+a)\) lies below \(-1\) in the first case and above it in the second. The estimate omits the rest of the lattice and is not used for the magnitudes.

The charges also balance. The four bridge directions together are isotropic, so the anions contribute on average one third of the trace each: \(4(-1.927-2\times0.769)/3=-4.620\). The two cations contribute \(2\times2.310=4.620\).

### Which modes contribute

Eighteen coordinates give three acoustic and fifteen optical modes. Inversion about an anion exchanges the two cations and returns each anion to an equivalent site. An even mode therefore has opposite cation displacements and anions at rest. These are the three modes at 1096.5 cm\(^{-1}\), whose mode mass is the cation mass, and their charge is zero, as the symmetry argument requires.

The other silent modes, at 535.2, 571.4 and 1725.4 cm\(^{-1}\), have the anion mass as mode mass, so the cations are at rest. Inversion does not forbid them a dipole. For the doublet and the singlet, cubic symmetry does: the dipoles of a degenerate set span a space that is mapped to itself by every cubic rotation, and in three dimensions this is the null space or all of space. One or two modes cannot span the latter. For the triplet at 535.2 cm\(^{-1}\) this count does not decide, but symmetry still forbids a dipole. Let \(\mathbf n_j\) be the directions from one cation to its four anions, and let anion \(j\) move by \(\mathbf t\times\mathbf n_j\) with a common vector \(\mathbf t\). Under the rotations and reflections that leave this cation in place, these three patterns transform like an axial vector. No other displacements of the cell do, so the patterns are modes by themselves, with the cations at rest. Each anion moves across its bridge, where all four have the same Born charge, so the dipole is proportional to \(\mathbf t\times\sum_j\mathbf n_j=0\).

Two polar triplets remain:

| Wavenumber (cm\(^{-1}\)) | \(\omega^2\) (eV Å\(^{-2}\) amu\(^{-1}\)) | \(\tilde Z\) (\(e\) amu\(^{-1/2}\)) | Part of \(\varepsilon_{\rm s}\) |
|---|---|---|---|
| 717.5 | 1.8931 | 0.3631 | 0.1351 |
| 1884.2 | 13.055 | 0.8108 | 0.0976 |

In these units the prefactor is \(e^2/(\varepsilon_0\Omega)=180.95/93.31=1.939\) eV/Å\(^2\). The lower triplet gives

\[
1.939\times\frac{0.3631^2}{1.8931}=0.135,
\]

and the upper one gives

\[
1.939\times\frac{0.8108^2}{13.055}=0.0976 .
\]

The upper triplet has about five times the squared charge, but nearly seven times the squared frequency, so it contributes less. With its charge in units of \(e\), \(3.469\), and its mode mass, 18.31 amu, the same term is \(1.939\times3.469^2/(18.31\times13.055)=0.0976\).

The sum is \(0.2327\). A separate calculation relaxed ions and shells in small fields of both signs and found \(\varepsilon_{\rm s}=1.4479\); with the ions clamped it found \(\varepsilon_\infty=1.2151\). The difference, taken before rounding, is \(0.2327\). Agreement within \(10^{-4}\) in every tensor component was a test, as were the agreement of the two definitions of the Born charge and their zero sum.

### Changing the masses

The form \(Z^TC^{-1}Z\) contains no mass, while every mode term does. Doubling the cation mass at fixed forces lowers the polar wavenumbers to 664.0 and 1743.6 cm\(^{-1}\), and the two parts become 0.1507 and 0.0820. Their sum is again 0.2327, which was tested. A mode's share thus depends on how the masses mix the displacements; the total measures static charges and stiffnesses.

For a dielectric meant to have a low permittivity, the lattice part falls if all Born charges shrink by a common factor at fixed \(C\), or if the polar displacements become stiffer at fixed \(Z\). Shrinking the charges unevenly need not lower it, because the field may then push more strongly on a soft displacement. A larger cell reduces the prefactor at fixed \(Z\) and \(C\), but a real change of density alters those as well.

### Why the frequencies are transverse

A long-wavelength transverse (TO) mode, whose polarization is perpendicular to the wave normal, has no macroscopic field when retardation is neglected, so its frequency is the one in the sum. A longitudinal (LO) mode has zero normal displacement field instead. In a non-cubic crystal with an oblique wave normal, modes can be mixtures of the two, with frequencies that do not appear in the sum. Take a cubic crystal, a wave normal \(\mathbf n\), and the column \(z=Z\mathbf n\). With \(P=z^Tu/\Omega+\varepsilon_0\chi_\infty E\) for the induced part, the condition \(\varepsilon_0E+P=0\) gives

\[
E=-\frac{z^Tu}{\varepsilon_0\Omega\varepsilon_\infty}.
\]

The force \(-Cu+zE\) then corresponds to the stiffer matrix

\[
C_L=C+\frac{zz^T}{\varepsilon_0\Omega\varepsilon_\infty}.
\]

The dipole per cell is \(\Omega P=-\varepsilon_0\Omega E=z^Tu/\varepsilon_\infty\), so the Born charge along \(\mathbf n\) is divided by \(\varepsilon_\infty\).

Let \(v=M^{-1/2}z\), \(\gamma=1/(\varepsilon_0\Omega\varepsilon_\infty)\) and \(S=v^T\mathcal D^{-1}v=\varepsilon_0\Omega\Delta\varepsilon\), all in the optical space. The ratio of determinants is

\[
\frac{\det(\mathcal D+\gamma vv^T)}{\det\mathcal D}
=\det(1+\gamma\mathcal D^{-1}vv^T)=1+\gamma S .
\]

The last step holds because \(\mathcal D^{-1}vv^T\) has rank one, and its one possibly nonzero eigenvalue is \(v^T\mathcal D^{-1}v\). Determinants are products of squared frequencies, hence

\[
\prod_m\frac{\omega_{{\rm LO},m}^2}{\omega_{{\rm TO},m}^2}
=1+\frac{\Delta\varepsilon}{\varepsilon_\infty}
=\frac{\varepsilon_{\rm s}}{\varepsilon_\infty}.
\]

This is the Lyddane–Sachs–Teller relation for several modes. In the example the LO wavenumbers are 753.0 and 1959.7 cm\(^{-1}\). The product of squared ratios and the ratio of permittivities are both 1.1915, a tested equality.

Suppose LO frequencies and eigenvectors are put into the sum with the zero-field charges. The sum then contains \(t=v^Ty\), where \((\mathcal D+\gamma vv^T)y=v\). Hence \(y=\mathcal D^{-1}v(1-\gamma t)\), and multiplication by \(v^T\) gives \(t=S(1-\gamma t)\), or \(t=S/(1+\gamma S)\). The result is

\[
\Delta\varepsilon\,\frac{\varepsilon_\infty}{\varepsilon_{\rm s}}
=0.2327\times\frac{1.2151}{1.4479}=0.195,
\]

which is 16 percent below the correct lattice part. The directly evaluated LO sum passed the test against this expression. When \(\Delta\varepsilon\ll\varepsilon_\infty\), the distinction disappears.

### A full tensor

A slight shear removes the cubic symmetry. With equal bridges the off-diagonal lattice parts are small, between \(-0.0003\) and \(-0.0006\), so an absolute tolerance of \(10^{-4}\) tests them weakly. Doubling the bond stiffness of one bridge makes them \(-0.0107\), \(-0.0106\) and \(-0.0109\) for \(yz\), \(xz\) and \(xy\). The mode sum then agrees with the direct field calculation within the tested 1 percent of each value.

The sign can be derived for the unsheared crystal. A uniform field moves the two cations equally. Extra stiffness along a bridge direction \(\mathbf n\) then adds a term \(\kappa bb^T\) to \(C\), where \(b^Tu\) is the anion displacement along \(\mathbf n\) relative to the cations. The bonds act on cores, so \(Z\) does not change. Solving \((C+\kappa bb^T)u=Z\mathbf E\) in the same way as above gives

\[
Z^Tu=Z^TC^{-1}Z\mathbf E-\frac{\kappa\,(Z^TC^{-1}b)(b^TC^{-1}Z)\mathbf E}{1+\kappa b^TC^{-1}b}.
\]

Threefold symmetry about the bridge makes the vector \(Z^TC^{-1}b\) parallel to \(\mathbf n\). The change is a negative multiple of \(\mathbf n\mathbf n^T\), and for \(\mathbf n=(1,1,1)/\sqrt3\) all nine elements fall equally. In the sheared crystal the diagonal elements fall by about 0.012 and the off-diagonal ones by about 0.010, close to this pattern.

### Where the result stops

**Frequency.** In a field oscillating at \(\omega\), an undamped mode obeys \((\omega_m^2-\omega^2)Q_m=\tilde{\mathbf Z}_m\cdot\mathbf E\). The static sum needs \(\omega\ll\omega_m\) for every polar mode; at \(\omega=\omega_m/10\) that mode's term is about 1 percent above its static value.

**Strong fields.** If the restoring force is \(ku+\lambda u^3\), insertion of the first approximation \(u=qE/k\) in the cubic term gives

\[
u\approx\frac{qE}{k}\left(1-\frac{\lambda q^2E^2}{k^3}\right).
\]

The second term in the bracket must be small. At the same \(q\) and \(\lambda\), a softer mode reaches this limit at a lower field.

**Stability.** If \(\omega_m^2\) tends to zero at finite mode charge, the term diverges. If it is negative, the structure is not a minimum, and the formula does not give the permittivity of the stable crystal.

**Temperature.** For a harmonic energy and a dipole linear in displacement, the mean displacement obeys the same force balance, so thermal and zero-point motion leave the result unchanged. Anharmonic forces, or a dipole that is nonlinear in displacement, remove this protection.

**Strain.** Let an unstressed crystal without spontaneous polarization change shape by a strain \(\eta\). After internal relaxation the strain-dependent enthalpy per volume is \(\tfrac12\eta^Tc\eta-\eta^Th\mathbf E\), with elastic constants \(c\) and piezoelectric constants \(h\). Its minimum is \(\eta=c^{-1}h\mathbf E\), which adds the polarization \(h^T\eta\) and the permittivity \(h^Tc^{-1}h/\varepsilon_0\). Inversion reverses \(\mathbf E\) but not \(\eta\), so \(h=0\) in a centrosymmetric crystal. The same symmetry removes the linear coupling between field and strain in the example, although its cell is held under stress. Elsewhere the mode sum gives the clamped-cell value.

**Free carriers.** A conductor screens a static uniform field by transport of charge, so the expansion in a fixed internal field has no static equilibrium to describe.

The numerical output gives the remaining digits and the complete tensors.

## Values computed for the example and the checks

```
lattice constant 7.2 A, cell volume 93.312 A^3
charges: cation 2.0, core 1.0, shell -2.0 e
Gaussian width 0.4 A, bond length 1.5588 A
springs: bond 90.0, bridge 10.0, shell 120.0 eV/A^2
masses: cation 28.0, anion 16.0 amu
probing field 0.001 V/A, ion step 0.0005 A
e^2/eps0 = 180.9513 eV A
e^2/(eps0 Omega) = 1.93921 eV/A^2
1 eV/(A^2 amu) = 9.64853e+27 s^-2
Born charge, cation: 2.3101 e
Born charge, anion along bridge: -1.9272 e
Born charge, anion across: -0.7689 e
largest Born charge sum over cell: 5.1e-08 e
zero-field optical modes: count, wavenumber cm^-1,
  omega^2 eV/(A^2 amu), mode charge e/sqrt(amu),
  mode mass amu, mode charge e, part of permittivity
  3   535.24 1.05349 0.00000 16.000 0.0000 0.00000
  2   571.39 1.20063 0.00000 16.000 0.0000 0.00000
  3   717.50 1.89313 0.36313 17.826 1.5332 0.13507
  3  1096.50 4.42136 0.00000 28.000 0.0000 0.00000
  1  1725.42 10.94783 0.00000 16.000 0.0000 0.00000
  3  1884.18 13.05524 0.81078 18.310 3.4693 0.09764
mode sum: 0.23272
clamped-ion permittivity, direct: 1.21514
static permittivity, direct: 1.44786
static minus clamped, direct: 0.23272
clamped plus mode sum: 1.44786
cation mass doubled: polar wavenumber cm^-1, part
    663.97 0.15074
   1743.59 0.08198
mode sum with doubled cation mass: 0.23272
longitudinal polar modes, cm^-1: 753.01 1959.69
product of squared LO/TO frequencies: 1.19151
static/clamped permittivity: 1.19151
mode sum if LO modes are wrongly used: 0.19531
sheared crystals, lattice part xx yy zz yz xz xy
 bond stiffness of one bridge times 1.0:
  direct:   0.23225 0.23234 0.23223 -0.00050 -0.00033 -0.00055
  mode sum: 0.23225 0.23234 0.23223 -0.00050 -0.00033 -0.00055
 bond stiffness of one bridge times 2.0:
  direct:   0.22016 0.22038 0.22050 -0.01070 -0.01060 -0.01092
  mode sum: 0.22016 0.22038 0.22050 -0.01070 -0.01060 -0.01092
```
